# Current, voltage and saturation for a single resonant level: verification in Python

```python
# Resonant tunnelling through one non-interacting level, current per spin.
# Result under test (hbar = e = 1, zero temperature, wide bands):
#   I = GL*GR/(pi*G) * [atan(2(muL-e0)/G) - atan(2(muR-e0)/G)],
#   I -> GL*GR/G when the window muR..muL extends far beyond e0 on both sides.
# GL, GR: full level widths due to left and right lead; G = GL + GR;
# e0: level energy; muL, muR: chemical potentials. All energies are in eV,
# so a current is hbar*I/e in eV and a time is in hbar/eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit

GL, GR, e0 = 0.01, 0.04, 0.2
G = GL + GR
I_sat = GL * GR / G
microamp_per_eV = const.e**2 / const.hbar * 1e6


def transmission(E, gl=GL, gr=GR, level=e0):
    return gl * gr / ((E - level)**2 + ((gl + gr) / 2)**2)


def arctan_current(muL, muR, gl=GL, gr=GR, level=e0):
    g = gl + gr
    return gl * gr / (np.pi * g) * (np.arctan(2 * (muL - level) / g)
                                    - np.arctan(2 * (muR - level) / g))


def integrate_pieces(func, nodes):
    nodes = sorted(nodes)
    return sum(quad(func, a, b, epsabs=1e-13, epsrel=1e-10, limit=200)[0]
               for a, b in zip(nodes[:-1], nodes[1:]) if b > a)


def cold_quadrature(muL, muR, gl=GL, gr=GR, level=e0):
    middle = min(max(level, muR), muL)
    return integrate_pieces(lambda E: transmission(E, gl, gr, level),
                            [muR, middle, muL]) / (2 * np.pi)


def warm_quadrature(muL, muR, kT):
    def integrand(E):
        return transmission(E) * (expit((muL - E) / kT) - expit((muR - E) / kT))
    nodes = [muR - 40 * kT, muR, e0, muL, muL + 40 * kT]
    return integrate_pieces(integrand, nodes) / (2 * np.pi)


# Arctangent law against direct integration, including off-resonant windows
for gl, gr, level, muL, muR in [(0.01, 0.04, 0.2, 0.25, -0.25),
                                (0.03, 0.03, -0.1, 0.6, -0.02),
                                (0.2, 0.01, 0.5, 0.3, -0.3),
                                (0.01, 0.04, 0.2, 1.0, -1.0)]:
    direct = cold_quadrature(muL, muR, gl, gr, level)
    assert abs(arctan_current(muL, muR, gl, gr, level) / direct - 1) < 1e-7

# Saturation value from the area under the whole transmission curve
upper_tail = quad(transmission, e0 + 1, np.inf)[0]
lower_tail = quad(transmission, -np.inf, e0 - 1)[0]
full_area = cold_quadrature(e0 + 1, e0 - 1) + (upper_tail + lower_tail) / (2 * np.pi)
assert abs(full_area / I_sat - 1) < 1e-6

# Slow approach to saturation: area missing outside a wide window
bias_wide = 2.0
missing = 1 - cold_quadrature(bias_wide / 2, -bias_wide / 2) / full_area
missing_law = G / (2 * np.pi) * (1 / (bias_wide / 2 - e0) + 1 / (e0 + bias_wide / 2))
assert abs(missing_law / missing - 1) < 0.01

# Bias that gives 99 percent of saturation
bias_99 = brentq(lambda V: arctan_current(V / 2, -V / 2) - 0.99 * I_sat, 0.5, 50)
assert abs(cold_quadrature(bias_99 / 2, -bias_99 / 2) / full_area - 0.99) < 1e-5


# Differential conductance in e^2/h from finite differences of integrals
def conductance(current, V, step=1e-3):
    high, low = V + step / 2, V - step / 2
    return 2 * np.pi * (current(high / 2, -high / 2)
                        - current(low / 2, -low / 2)) / step


bias_step = 2 * e0
cold_slope = conductance(cold_quadrature, bias_step)
slope_law = (transmission(bias_step / 2) + transmission(-bias_step / 2)) / 2
assert abs(cold_slope / slope_law - 1) < 1e-3
small_bias = 1e-3
G_zero = 2 * np.pi * cold_quadrature(small_bias / 2, -small_bias / 2) / small_bias
assert abs(G_zero / transmission(0.0) - 1) < 1e-3
scan = np.linspace(0.2, 0.6, 81)
scan_slopes = [conductance(cold_quadrature, V) for V in scan]
bias_steepest = scan[int(np.argmax(scan_slopes))]
assert abs(bias_steepest - bias_step) < 0.01

# Temperature smears the step but hardly changes the plateau
kT = const.k * 300 / const.e
warm_slope = conductance(lambda a, b: warm_quadrature(a, b, kT), bias_step)
plateau_cold = cold_quadrature(bias_wide / 2, -bias_wide / 2)
plateau_warm = warm_quadrature(bias_wide / 2, -bias_wide / 2, kT)
assert warm_slope < 0.6 * cold_slope
assert abs(plateau_warm / plateau_cold - 1) < 1e-3

# Independent road: time evolution of a level coupled to two discrete leads.
# No transmission function is used; current = growth of right-lead electrons.
# The finite band (half width 40 G) causes errors of order G/(pi*half_band),
# about one percent, hence the 2 percent tolerances below.
half_band, n_lead = 2.0, 800
spacing = 2 * half_band / n_lead
lead = e0 - half_band + (np.arange(n_lead) + 0.5) * spacing
H = np.diag(np.concatenate(([e0], lead, lead)))
H[0, 1:n_lead + 1] = H[1:n_lead + 1, 0] = np.sqrt(GL * spacing / (2 * np.pi))
H[0, n_lead + 1:] = H[n_lead + 1:, 0] = np.sqrt(GR * spacing / (2 * np.pi))
energies, states = eigh(H)


def arrival_probability(rows, t):
    # probability to be in the given sites at time t, for every starting site
    real = (states[rows] * np.cos(energies * t)) @ states.T
    imag = (states[rows] * np.sin(energies * t)) @ states.T
    return (real**2 + imag**2).sum(axis=0)


right_sites, level_site = slice(n_lead + 1, None), slice(0, 1)
t_early, t_late = 20 / G, 40 / G
assert t_late < 2 * np.pi / spacing      # before reflections return
right_early = arrival_probability(right_sites, t_early)
right_late = arrival_probability(right_sites, t_late)
level_late = arrival_probability(level_site, t_late)


def filled(muL, muR):
    return np.concatenate(([False], lead < muL, lead < muR))


windows = [("even bias 0.5 eV", 0.25, -0.25), ("even bias 2.0 eV", 1.0, -1.0),
           ("muR at level, muL 1 eV above", e0 + 1.0, e0)]
evolved = []
for name, muL, muR in windows:
    occupied = filled(muL, muR)
    flow = (right_late - right_early)[occupied].sum() / (t_late - t_early)
    formula = arctan_current(muL, muR)
    assert abs(flow / formula - 1) < 0.02
    evolved.append((name, flow, formula))
pinned_fraction = evolved[2][1] / I_sat
assert abs(pinned_fraction - 0.5) < 0.02
plateau_occupation = level_late[filled(1.0, -1.0)].sum()
assert abs(plateau_occupation - GL / G) < 0.01

# Decay of a filled level into empty leads, and the share that goes right
survival = arrival_probability(level_site, 2 / G)[0]
assert abs(survival / np.exp(-2) - 1) < 0.02
share_right = right_early[0]
assert abs(share_right - GR / G) < 0.01

print(f"Gamma_L = {GL:.3f} eV")
print(f"Gamma_R = {GR:.3f} eV")
print(f"Gamma = {G:.3f} eV")
print(f"level energy = {e0:.3f} eV")
print(f"peak transmission = {transmission(e0):.4f} (no unit)")
print(f"transmission at Fermi level = {transmission(0.0):.6f} (no unit)")
print(f"saturation current hbar*I/e = {I_sat:.5f} eV")
print(f"conversion e^2/hbar = {microamp_per_eV:.3f} microampere per eV")
print(f"saturation current per spin = {I_sat * microamp_per_eV:.4f} microampere")
print("even bias eV, hbar*I/e in eV, I/I_sat (no unit):")
for V in [0.1, 0.2, 0.3, 0.4, 0.5, 0.6, 1.0, 2.0]:
    value = arctan_current(V / 2, -V / 2)
    print(f"  {V:.1f}  {value:.6f}  {value / I_sat:.4f}")
I_half = arctan_current(0.25, -0.25)
print(f"arctangents at bias 0.5 eV = {np.arctan((0.5 - 2 * e0) / G):.4f}, "
      f"{np.arctan((0.5 + 2 * e0) / G):.4f} rad")
print(f"current at bias 0.5 eV = {I_half * microamp_per_eV:.4f} microampere")
print(f"missing fraction at bias 2.0 eV, integral = {missing:.5f} (no unit)")
print(f"missing fraction at bias 2.0 eV, tail law = {missing_law:.5f} (no unit)")
print(f"bias for 99 percent of saturation = {bias_99:.3f} eV")
print(f"small-bias conductance = {G_zero:.6f} e^2/h")
print(f"steepest point of curve, scan = {bias_steepest:.3f} eV")
print(f"slope at bias 0.4 eV, zero temperature = {cold_slope:.4f} e^2/h")
print(f"kT at 300 K = {kT:.5f} eV")
print(f"slope at bias 0.4 eV, 300 K = {warm_slope:.4f} e^2/h")
print(f"relative plateau change at bias 2.0 eV, 300 K = "
      f"{plateau_warm / plateau_cold - 1:.1e} (no unit)")
print(f"time evolution: {n_lead} states per lead, half band {half_band:.1f} eV")
print("window, evolved hbar*I/e in eV, arctangent hbar*I/e in eV:")
for name, flow, formula in evolved:
    print(f"  {name}: {flow:.6f}  {formula:.6f}")
print(f"evolved I/I_sat with muR at level = {pinned_fraction:.4f} (no unit)")
print(f"evolved level occupation at bias 2.0 eV = {plateau_occupation:.4f} (no unit)")
print(f"rate-picture occupation Gamma_L/Gamma = {GL / G:.4f} (no unit)")
print(f"survival of filled level at t = 2 hbar/Gamma = {survival:.4f} (no unit)")
print(f"exponential law exp(-2) = {np.exp(-2):.4f} (no unit)")
print(f"share of decay going right = {share_right:.4f} (no unit)")
print("ALL CHECKS PASSED")
```

It prints:

```
Gamma_L = 0.010 eV
Gamma_R = 0.040 eV
Gamma = 0.050 eV
level energy = 0.200 eV
peak transmission = 0.6400 (no unit)
transmission at Fermi level = 0.009846 (no unit)
saturation current hbar*I/e = 0.00800 eV
conversion e^2/hbar = 243.413 microampere per eV
saturation current per spin = 1.9473 microampere
even bias eV, hbar*I/e in eV, I/I_sat (no unit):
  0.1  0.000167  0.0208
  0.2  0.000412  0.0515
  0.3  0.000999  0.1249
  0.4  0.003841  0.4801
  0.5  0.006678  0.8348
  0.6  0.007249  0.9061
  1.0  0.007697  0.9622
  2.0  0.007867  0.9834
arctangents at bias 0.5 eV = 1.1071, 1.5153 rad
current at bias 0.5 eV = 1.6255 microampere
missing fraction at bias 2.0 eV, integral = 0.01657 (no unit)
missing fraction at bias 2.0 eV, tail law = 0.01658 (no unit)
bias for 99 percent of saturation = 3.232 eV
small-bias conductance = 0.009846 e^2/h
steepest point of curve, scan = 0.400 eV
slope at bias 0.4 eV, zero temperature = 0.3212 e^2/h
kT at 300 K = 0.02585 eV
slope at bias 0.4 eV, 300 K = 0.1570 e^2/h
relative plateau change at bias 2.0 eV, 300 K = -4.6e-05 (no unit)
time evolution: 800 states per lead, half band 2.0 eV
window, evolved hbar*I/e in eV, arctangent hbar*I/e in eV:
  even bias 0.5 eV: 0.006723  0.006678
  even bias 2.0 eV: 0.007930  0.007867
  muR at level, muL 1 eV above: 0.003967  0.003936
evolved I/I_sat with muR at level = 0.4959 (no unit)
evolved level occupation at bias 2.0 eV = 0.2010 (no unit)
rate-picture occupation Gamma_L/Gamma = 0.2000 (no unit)
survival of filled level at t = 2 hbar/Gamma = 0.1353 (no unit)
exponential law exp(-2) = 0.1353 (no unit)
share of decay going right = 0.8000 (no unit)
ALL CHECKS PASSED
```
